# Convexity and Fractional Occupation in Reduced and Full Hartree-Fock Theory: a numerical check

```python
# Result under test: reduced Hartree-Fock (rHF: Hartree energy, no exchange)
#   E(P) = Tr hP + D(rho,rho)/2
# is convex in the density matrix, has one minimizing density, and can need
# fractional occupations at the Fermi level. Full Hartree-Fock (HF) instead
# prefers integer occupations and opens a gap.
# Symbols: h one-electron matrix, S overlap, P spin-summed density matrix,
# D(f,g) Coulomb energy form, J and K direct and exchange pair integrals.
# Test system: free ion Fe7+ (19 electrons, one 3d electron), nonrelativistic,
# finite Gaussian basis. Internal units are atomic; printed energies are in eV.
import numpy as np
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import minimize
from scipy.constants import physical_constants, e as e_charge
from pyscf import gto, scf, ao2mo
from pyscf.scf.hf import dot_eri_dm

EV = physical_constants['Hartree energy in eV'][0]
PM = physical_constants['Bohr radius'][0] * 1e12
rng = np.random.default_rng(7)

basis = [[l, [0.3 * 2.4**i, 1.0]]
         for l, count in ((0, 15), (1, 11), (2, 8)) for i in range(count)]
mol = gto.M(atom='Fe 0 0 0', charge=7, spin=1, basis={'Fe': basis}, verbose=0)
S = mol.intor('int1e_ovlp')
h = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
eri = mol.intor('int2e', aosym='s8')
nao = len(S)


def hartree(P):
    return dot_eri_dm(eri, P, hermi=1, with_k=False)[0]


def coulomb_form(P):
    return np.sum(P * hartree(P))


def rhf_energy(P):
    return np.sum(h * P) + 0.5 * coulomb_form(P)


def hf_energy(Pa, Pb):
    vj, vk = dot_eri_dm(eri, np.array([Pa, Pb]), hermi=1)
    P = Pa + Pb
    return (np.sum(h * P) + 0.5 * np.sum(P * (vj[0] + vj[1]))
            - 0.5 * np.sum(Pa * vk[0]) - 0.5 * np.sum(Pb * vk[1]))


# Basis functions grouped by angular momentum l and real component c
labels = [(mol.bas_angular(b), c) for b in range(mol.nbas)
          for c in range(2 * mol.bas_angular(b) + 1)]
groups = {}
for index, label in enumerate(labels):
    groups.setdefault(label, []).append(index)


def central_field_state(F):
    """Spherical density: 1s-3s, 2p, 3p full; one electron spread over 3d."""
    core = np.zeros((nao, nao))
    p_orbs, d_orbs = [], []
    for (l, c), idx in groups.items():
        block = np.ix_(idx, idx)
        vectors = eigh(F[block], S[block])[1]
        full = np.zeros((nao, len(idx)))
        full[idx] = vectors
        filled = {0: 3, 1: 2, 2: 0}[l]
        core += full[:, :filled] @ full[:, :filled].T
        if l == 1:
            p_orbs.append(full[:, 1])
        if l == 2:
            d_orbs.append(full[:, 0])
    Cd = np.array(d_orbs).T
    return core, np.array(p_orbs).T, Cd, 2 * core + Cd @ Cd.T / 5


P = central_field_state(h)[3]
for _ in range(100):
    core, Cp, Cd, P_new = central_field_state(h + hartree(P))
    change = np.abs(P_new - P).max()
    if change < 1e-11:
        break
    P = 0.3 * P + 0.7 * P_new
assert change < 1e-8
P_star = P_new
E_star = rhf_energy(P_star)
H_star = h + hartree(P_star)
levels, C_all = eigh(H_star, S)
assert abs(np.sum(P_star * S) - 19) < 1e-8
# Optimality: nine full levels, then the fivefold 3d level, then empty levels
assert np.ptp(levels[9:14]) < 1e-6
assert levels[8] < levels[9] - 0.01 and levels[14] > levels[13] + 0.01
d_weight = np.sum((Cd.T @ S @ C_all[:, 9:14])**2)
assert abs(d_weight - 5) < 1e-6

# Positivity of the Coulomb form: Fourier integral against Gaussian integrals
s_idx = groups[(0, 0)]
s_vec = eigh(H_star[np.ix_(s_idx, s_idx)], S[np.ix_(s_idx, s_idx)])[1]
s2, s3 = np.zeros(nao), np.zeros(nao)
s2[s_idx], s3[s_idx] = s_vec[:, 1], s_vec[:, 2]
x, wx = np.polynomial.legendre.leggauss(1500)
x, wx = (x + 1) / 2, wx / 2
r, wr = 8 * x**2, 16 * x * wx
y, wy = np.polynomial.legendre.leggauss(400)
y, wy = (y + 1) / 2, wy / 2
k, wk = 250 * y**2, 500 * y * wy
points = np.zeros((len(r), 3))
points[:, 2] = r
ao = mol.eval_gto('GTOval_sph', points)
f = (ao @ s3)**2 - (ao @ s2)**2
f_hat = np.sinc(np.outer(k, r) / np.pi) @ (4 * np.pi * r**2 * f * wr)
D_fourier = 2 / np.pi * np.sum(wk * f_hat**2)
D_direct = coulomb_form(np.outer(s3, s3) - np.outer(s2, s2))
assert D_direct > 0 and abs(D_fourier / D_direct - 1) < 1e-4


# Convexity identity for random mixed density matrices
def random_state():
    Q = np.linalg.qr(rng.normal(size=(30, 30)))[0]
    occ = rng.random(30)
    occ *= 19 / occ.sum()
    assert occ.max() <= 2
    C = C_all[:, :30] @ Q
    return (C * occ) @ C.T


A, B = random_state(), random_state()
t = 0.3
sag = (1 - t) * rhf_energy(A) + t * rhf_energy(B) - rhf_energy((1 - t) * A + t * B)
sag_formula = 0.5 * t * (1 - t) * coulomb_form(B - A)
assert sag > 1e-5 and abs(sag - sag_formula) < 1e-8

# Same segment between two d occupations: rHF sags, HF bulges
Da, Db = np.outer(Cd[:, 2], Cd[:, 2]), np.outer(Cd[:, 4], Cd[:, 4])
mid = (Da + Db) / 2
vj, vk = dot_eri_dm(eri, Da, hermi=1)
J_ab, K_ab = np.sum(vj * Db), np.sum(vk * Db)
rhf_mid = rhf_energy(2 * core + mid) - 0.5 * (
    rhf_energy(2 * core + Da) + rhf_energy(2 * core + Db))
hf_mid = hf_energy(core + mid, core) - 0.5 * (
    hf_energy(core + Da, core) + hf_energy(core + Db, core))
assert rhf_mid < 0 < hf_mid
assert abs(rhf_mid + coulomb_form(Da - Db) / 8) < 1e-8
assert abs(hf_mid - (J_ab - K_ab) / 4) < 1e-8

# Cost of integer occupation in rHF, and of fractional occupation in HF
integer_cost = rhf_energy(2 * core + Da) - E_star
assert integer_cost > 1e-4
assert abs(integer_cost - 0.5 * coulomb_form(2 * core + Da - P_star)) < 1e-7
spread = Cd @ Cd.T / 10
hf_fraction_cost = (hf_energy(core + spread, core + spread)
                    - hf_energy(core + Da, core))
assert hf_fraction_cost > 0

# Best single spinor in a shell: real part of its matrix has rank <= 2*spins
G_d = ao2mo.incore.full(eri, Cd, compact=False).reshape(25, 25)
G_p = ao2mo.incore.full(eri, Cp, compact=False).reshape(9, 9)
eig_d, eig_p = np.linalg.eigvalsh(G_d), np.linalg.eigvalsh(G_p)
rank_d, rank_p = int(np.sum(eig_d > 1e-7)), int(np.sum(eig_p > 1e-7))
assert rank_d == 15 and rank_p == 6


def best_spinor_cost(G, n, spins):
    def cost(v):
        X = v.reshape(2 * spins, n)
        dev = (X.T @ X / np.sum(v * v) - np.eye(n) / n).ravel()
        return 0.5 * dev @ G @ dev
    return min(minimize(cost, rng.normal(size=2 * spins * n),
                        options={'gtol': 1e-8}).fun for _ in range(8))


cost_d2 = best_spinor_cost(G_d, 5, 2)
cost_p2 = best_spinor_cost(G_p, 3, 2)
cost_p1 = best_spinor_cost(G_p, 3, 1)
bound_d2 = 0.5 * eig_d[eig_d > 1e-7].min() / 20
assert cost_d2 >= bound_d2 - 1e-9 and bound_d2 > 1e-5
assert cost_p2 < 1e-7 and cost_p1 > 1e-4

# Full unrestricted HF, started with one real 3d orbital occupied
mf = scf.UHF(mol)
mf._eri = eri
mf.conv_tol, mf.max_cycle = 1e-11, 100
E_hf = mf.kernel(dm0=np.array([core + Da, core]))
assert mf.converged
mo, eps, nocc = mf.mo_coeff, mf.mo_energy, (10, 9)
dm_hf = np.array([mo[s][:, :nocc[s]] @ mo[s][:, :nocc[s]].T for s in (0, 1)])
assert abs(hf_energy(*dm_hf) - E_hf) < 1e-7
hf_top = max(eps[0][9], eps[1][8])
hf_gap = min(eps[0][10], eps[1][9]) - hf_top
margins, pair_terms = [], []
for s in (0, 1):
    for i in range(nocc[s]):
        vj, vk = dot_eri_dm(eri, np.outer(mo[s][:, i], mo[s][:, i]), hermi=1)
        for u in (0, 1):
            Cv = mo[u][:, nocc[u]:]
            pair = np.sum(Cv * (vj @ Cv), axis=0)
            if s == u:
                pair = pair - np.sum(Cv * (vk @ Cv), axis=0)
            pair_terms.append(pair.min())
            margins.append((eps[u][nocc[u]:] - eps[s][i] - pair).min())
assert min(pair_terms) > 0 and min(margins) > -1e-6 and hf_gap > 0
# Energy of an explicitly swapped determinant against the pair formula
occ_orb, emp_orb = mo[0][:, 9], mo[0][:, 10]
D_occ, D_emp = np.outer(occ_orb, occ_orb), np.outer(emp_orb, emp_orb)
vj, vk = dot_eri_dm(eri, D_occ, hermi=1)
pair_swap = np.sum(D_emp * (vj - vk))
swap_energy = hf_energy(dm_hf[0] - D_occ + D_emp, dm_hf[1]) - E_hf
assert abs(swap_energy - (eps[0][10] - eps[0][9] - pair_swap)) < 1e-6

# Quadrupole <3z^2 - r^2>: spherical rHF density, aspherical HF density
rr = mol.intor('int1e_rr').reshape(3, 3, nao, nao)
quad = 2 * rr[2, 2] - rr[0, 0] - rr[1, 1]
P_hf = dm_hf[0] + dm_hf[1]
quad_rhf, quad_hf = np.sum(quad * P_star), np.sum(quad * P_hf)
assert abs(quad_rhf) < 1e-6 < 1e-3 < abs(quad_hf)

# Independent convex minimization of rHF from the aspherical HF density,
# with no symmetry imposed: mix integer-filled states with optimal weights
states, fields, c = [P_hf], [hartree(P_hf)], np.array([1.0])
start_excess = rhf_energy(P_hf) - E_star
for iteration in range(120):
    P = np.tensordot(c, np.array(states), 1)
    JP = np.tensordot(c, np.array(fields), 1)
    H = h + JP
    C = eigh(H, S)[1]
    filled = 2 * C[:, :9] @ C[:, :9].T + np.outer(C[:, 9], C[:, 9])
    bound = np.sum(H * (P - filled))
    if bound < 1e-7:
        break
    states.append(filled)
    fields.append(hartree(filled))
    c = np.append(c, 0.0)
    dV = (np.array(states) - P).reshape(len(c), -1)
    dJ = (np.array(fields) - JP).reshape(len(c), -1)
    G = dV @ dJ.T
    grad = dV @ H.ravel() + G @ c
    for _ in range(600):
        i = np.argmin(grad)
        j = np.argmax(np.where(c > 0, grad, -np.inf))
        slope = grad[j] - grad[i]
        if slope < 1e-11:
            break
        curvature = max(G[i, i] + G[j, j] - 2 * G[i, j], 1e-14)
        step = min(c[j], slope / curvature)
        c[i] += step
        c[j] -= step
        grad = grad + step * (G[:, i] - G[:, j])
    keep = np.flatnonzero(c > 0)
    states, fields = [states[q] for q in keep], [fields[q] for q in keep]
    c = c[keep] / c[keep].sum()
excess = rhf_energy(P) - E_star
distance = 0.5 * coulomb_form(P - P_star)
d_occ = np.linalg.eigvalsh(Cd.T @ S @ P @ S @ Cd)
assert -1e-8 < excess < 1e-4 and excess <= bound + 1e-8
assert distance <= excess + 1e-8
assert np.abs(d_occ - 0.2).max() < 0.05

# Oscillator levels used for an exactly solvable case (unit: hbar*omega)
step_r = 0.005
grid = step_r * np.arange(1, 2001)
osc, origin = {}, {}
for l in (0, 1, 2):
    diag = 1 / step_r**2 + l * (l + 1) / (2 * grid**2) + grid**2 / 2
    off = np.full(len(grid) - 1, -0.5 / step_r**2)
    osc[l], u = eigh_tridiagonal(diag, off, select='i', select_range=(0, 1))
    origin[l] = np.abs(u[0] / grid[0]) / np.sqrt(step_r)
assert np.allclose([osc[0][0], osc[1][0], osc[0][1], osc[2][0]],
                   [1.5, 2.5, 3.5, 3.5], atol=1e-3)
assert origin[0][1] > 0.1 and origin[2][0] < 1e-2


def show(label, value, unit, fmt='.4f'):
    print(f'{label}: {value:{fmt}} {unit}')


show('Nuclear charge number', mol.atom_charge(0), '(dimensionless)', 'd')
show('Electrons', mol.nelectron, '(dimensionless)', 'd')
show('Basis functions', nao, '(dimensionless)', 'd')
show('Smallest Gaussian exponent', basis[0][1][0], 'bohr^-2', '.2f')
show('Ratio of successive exponents', basis[1][1][0] / basis[0][1][0], '(dimensionless)', '.2f')
for l, name in enumerate('spd'):
    show(f'Number of {name} exponents', len(groups[(l, 0)]), '(dimensionless)', 'd')
show('rHF total energy', E_star * EV, 'eV', '.3f')
show('rHF level 3p', levels[8] * EV, 'eV', '.3f')
show('rHF level 3d = Fermi level', levels[9] * EV, 'eV', '.3f')
show('rHF next empty level', levels[14] * EV, 'eV', '.3f')
show('Spread of the five 3d levels', np.ptp(levels[9:14]) * EV, 'eV', '.1e')
show('D for 3s minus 2s density, Gaussian integrals', D_direct * EV, 'eV')
show('D for 3s minus 2s density, Fourier integral', D_fourier * EV, 'eV')
show('Random mixture t=0.3, energy below chord', sag * EV, 'eV')
show('Same from the convexity identity', sag_formula * EV, 'eV')
show('J of d(z2), d(x2-y2)', J_ab * EV, 'eV')
show('K of d(z2), d(x2-y2)', K_ab * EV, 'eV')
show('rHF midpoint minus chord', rhf_mid * EV, 'eV')
show('HF midpoint minus chord', hf_mid * EV, 'eV')
show('rHF cost of one full real 3d orbital', integer_cost * EV, 'eV')
show('rHF cost of best single 3d spinor', cost_d2 * EV, 'eV')
show('Same in joule', cost_d2 * EV * e_charge, 'J', '.3e')
show('Lower bound on that spinor cost', bound_d2 * EV, 'eV')
show('Cost of best p spinor, two spin components', cost_p2 * EV, 'eV', '.1e')
show('Cost of best p orbital, one spin component', cost_p1 * EV, 'eV')
show('Independent products in p shell', rank_p, '(dimensionless)', 'd')
show('Independent products in d shell', rank_d, '(dimensionless)', 'd')
show('HF cost of spreading the 3d electron', hf_fraction_cost * EV, 'eV')
show('Unrestricted HF total energy', E_hf * EV, 'eV', '.3f')
show('HF highest filled level', hf_top * EV, 'eV', '.3f')
show('HF gap', hf_gap * EV, 'eV', '.3f')
show('HF J-K for the tested swap', pair_swap * EV, 'eV')
show('HF energy of the tested swap', swap_energy * EV, 'eV', '.5f')
show('HF smallest pair margin', min(margins) * EV, 'eV', '.5f')
show('rHF quadrupole <3z2-r2>', abs(quad_rhf) * PM**2, 'pm^2 (magnitude)', '.1e')
show('HF quadrupole <3z2-r2>', quad_hf * PM**2, 'pm^2', '.2f')
show('Free minimization: starting excess', start_excess * EV, 'eV')
show('Free minimization: iterations', iteration + 1, '(dimensionless)', 'd')
show('Free minimization: final excess', excess * EV, 'eV', '.2e')
show('Free minimization: upper bound on excess', bound * EV, 'eV', '.2e')
show('Free minimization: half D to spherical density', distance * EV, 'eV', '.2e')
show('Free minimization: smallest 3d occupation', d_occ[0], 'electrons')
show('Free minimization: largest 3d occupation', d_occ[-1], 'electrons')
show('Oscillator level 1s', osc[0][0], 'hbar*omega')
show('Oscillator level 1p', osc[1][0], 'hbar*omega')
show('Oscillator level 2s', osc[0][1], 'hbar*omega')
show('Oscillator level 1d', osc[2][0], 'hbar*omega')
print('finished without a failed check')
```

Running it gives:

```
Nuclear charge number: 26 (dimensionless)
Electrons: 19 (dimensionless)
Basis functions: 88 (dimensionless)
Smallest Gaussian exponent: 0.30 bohr^-2
Ratio of successive exponents: 2.40 (dimensionless)
Number of s exponents: 15 (dimensionless)
Number of p exponents: 11 (dimensionless)
Number of d exponents: 8 (dimensionless)
rHF total energy: -32606.465 eV
rHF level 3p: -162.330 eV
rHF level 3d = Fermi level: -111.053 eV
rHF next empty level: -77.641 eV
Spread of the five 3d levels: 1.0e-09 eV
D for 3s minus 2s density, Gaussian integrals: 39.7340 eV
D for 3s minus 2s density, Fourier integral: 39.7340 eV
Random mixture t=0.3, energy below chord: 2.0893 eV
Same from the convexity identity: 2.0893 eV
J of d(z2), d(x2-y2): 27.8869 eV
K of d(z2), d(x2-y2): 1.4507 eV
rHF midpoint minus chord: -0.7253 eV
HF midpoint minus chord: 6.6091 eV
rHF cost of one full real 3d orbital: 0.9371 eV
rHF cost of best single 3d spinor: 0.0459 eV
Same in joule: 7.361e-21 J
Lower bound on that spinor cost: 0.0353 eV
Cost of best p spinor, two spin components: 1.2e-16 eV
Cost of best p orbital, one spin component: 0.2989 eV
Independent products in p shell: 6 (dimensionless)
Independent products in d shell: 15 (dimensionless)
HF cost of spreading the 3d electron: 12.6833 eV
Unrestricted HF total energy: -33950.114 eV
HF highest filled level: -151.777 eV
HF gap: 28.700 eV
HF J-K for the tested swap: 28.1344 eV
HF energy of the tested swap: 0.56524 eV
HF smallest pair margin: 0.51586 eV
rHF quadrupole <3z2-r2>: 7.4e-10 pm^2 (magnitude)
HF quadrupole <3z2-r2>: 1102.64 pm^2
Free minimization: starting excess: 21.4369 eV
Free minimization: iterations: 99 (dimensionless)
Free minimization: final excess: 3.26e-07 eV
Free minimization: upper bound on excess: 1.45e-06 eV
Free minimization: half D to spherical density: 4.65e-10 eV
Free minimization: smallest 3d occupation: 0.2000 electrons
Free minimization: largest 3d occupation: 0.2000 electrons
Oscillator level 1s: 1.5000 hbar*omega
Oscillator level 1p: 2.5000 hbar*omega
Oscillator level 2s: 3.5000 hbar*omega
Oscillator level 1d: 3.5000 hbar*omega
finished without a failed check
```
